\section*{Finite zero-wavevector limit of short-range screened exchange in periodic cells}

\section{The term that has no value}

Suppose the exchange energy of an oxide is computed in a periodic cell. The sum over wavevectors contains one term at zero wavevector, and for the Coulomb kernel \(4\pi/q^2\) this term is infinite. If it is deleted, the energy of the model insulator treated below is wrong by 1.98 eV per cell and spin in a box of edge 1 nm, and still by 0.68 eV at 3 nm. Trap levels in a charge-trap or resistive memory oxide are wanted to a few tenths of an eV, so the treatment of this single term matters.

Screening by the complementary error function removes the difficulty, because the transformed kernel has a finite value at zero wavevector. The word ``complementary'' is essential: the kernel built with the error function itself diverges as the Coulomb kernel does. It is also the kernel that diverges, not the physical energy. Full exchange per cell of an infinite insulator is finite.

\section{The kernel}

The transform convention is
\begin{equation}
f(\mathbf q)=\int f(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\end{equation}
Kernels are written without charges. Energies carry the factor \(C=e^2/(4\pi\varepsilon_0)=1.43996\) eV nm.

\textbf{Theorem.} Let \(\omega>0\) and \(v(r)=\mathrm{erfc}(\omega r)/r\). Then
\begin{equation}
v(q)=\frac{4\pi}{q^2}\left[1-e^{-q^2/4\omega^2}\right]\quad(q>0),
\qquad v(0)=\lim_{q\to0}v(q)=\frac{\pi}{\omega^2}.
\label{kernel}
\end{equation}

\textbf{Lemma 1.} For \(\omega>0\),
\begin{equation}
J(q)=\int_0^\infty \cos(qr)\,e^{-\omega^2r^2}dr=\frac{\sqrt\pi}{2\omega}\,e^{-q^2/4\omega^2}.
\end{equation}

\textit{Proof.} Differentiate under the integral and use \(r e^{-\omega^2r^2}=-(2\omega^2)^{-1}\,d(e^{-\omega^2r^2})/dr\). The boundary term of the integration by parts vanishes, since \(\sin(qr)\) is zero at \(r=0\) and the Gaussian is zero at infinity:
\begin{equation}
J'(q)=-\int_0^\infty r\sin(qr)e^{-\omega^2r^2}dr=-\frac{q}{2\omega^2}J(q).
\end{equation}
With \(J(0)=\sqrt\pi/(2\omega)\), this equation has the stated solution.

\textit{Proof of the theorem.} Put the polar axis along \(\mathbf q\). The angular integral is
\begin{equation}
2\pi\int_{-1}^{1}e^{-iqr\mu}d\mu=\frac{4\pi\sin(qr)}{qr}.
\end{equation}
Multiplication by \(r^2v(r)=r\,\mathrm{erfc}(\omega r)\) leaves
\begin{equation}
v(q)=\frac{4\pi}{q}\int_0^\infty \mathrm{erfc}(\omega r)\sin(qr)\,dr .
\end{equation}
Integrate by parts, with \(d\,\mathrm{erfc}(\omega r)/dr=-(2\omega/\sqrt\pi)e^{-\omega^2r^2}\):
\begin{align}
v(q)&=\frac{4\pi}{q}\left\{\left[-\frac{\cos qr}{q}\mathrm{erfc}(\omega r)\right]_0^\infty-\frac{2\omega}{q\sqrt\pi}J(q)\right\}\nonumber\\
&=\frac{4\pi}{q^2}\left[1-e^{-q^2/4\omega^2}\right].
\end{align}
The bracket gives \(1/q\), because \(\mathrm{erfc}(0)=1\) and \(\mathrm{erfc}(\infty)=0\).

For the limit, expand the exponential:
\begin{equation}
v(q)=\frac{4\pi}{q^2}\left[\frac{q^2}{4\omega^2}-\frac{q^4}{32\omega^4}+\dots\right]
=\frac{\pi}{\omega^2}\left[1-\frac{q^2}{8\omega^2}+\dots\right].
\end{equation}
This agrees with the transform taken directly at \(q=0\), which is the volume integral of the kernel:
\begin{align}
4\pi\int_0^\infty r\,\mathrm{erfc}(\omega r)dr
&=4\pi\left\{\left[\frac{r^2}{2}\mathrm{erfc}(\omega r)\right]_0^\infty+\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr\right\}\nonumber\\
&=4\pi\,\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}=\frac{\pi}{\omega^2}.
\end{align}
The kernel is positive and this integral is finite, so limit and integral may be exchanged. \(\square\)

\textbf{The Coulomb case.} The integral of \(1/r\) over a ball of radius \(R\) is \(2\pi R^2\), which grows without bound. The transform of \(1/r\) is therefore defined through a convergence factor \(e^{-\mu r}\):
\begin{equation}
\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin(qr)dr=\frac{4\pi}{q^2+\mu^2}\to\frac{4\pi}{q^2}\quad(\mu\to0,\ q>0).
\end{equation}
Since \(\mathrm{erf}=1-\mathrm{erfc}\), subtraction gives the transform of \(\mathrm{erf}(\omega r)/r\) as \((4\pi/q^2)e^{-q^2/4\omega^2}\). The long-range part carries the whole divergence.

\textbf{The limit of weak screening.} The product \(q^2v(q)\) depends on \(q/\omega\) alone. It tends to zero when \(q\to0\) at fixed \(\omega\), and to \(4\pi\) when \(\omega\to0\) at fixed \(q\). Weak screening thus reproduces the Coulomb kernel at each nonzero \(q\), but not uniformly near zero, where \(v(0)=\pi/\omega^2\) grows without bound.

\section{Exchange in a periodic cell}

Take a cubic cell of edge \(a\) and an \(N\times N\times N\) mesh of Bloch vectors. The orbitals are periodic in a box of edge \(L=Na\) and volume \(V=L^3\), over which they are normalized. Let one band be filled and count one spin channel. With \(v\) either kernel, \(\mathbf r\) running over the box and \(\mathbf r'\) over all space, the exchange energy of the box is
\begin{equation}
E_{\rm box}=-\frac C2\sum_{\mathbf k\mathbf k'}\iint\psi^*_{\mathbf k}(\mathbf r)\psi_{\mathbf k'}(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,\psi^*_{\mathbf k'}(\mathbf r')\psi_{\mathbf k}(\mathbf r')\,d^3r\,d^3r'.
\end{equation}
The pair density \(\psi^*_{\mathbf k}\psi_{\mathbf k'}\) contains the wavevectors \(\mathbf Q=\mathbf k'-\mathbf k+\mathbf G\), with \(\mathbf G\) a reciprocal lattice vector of the cell. Its amplitudes are \(M(\mathbf Q)=\int_V e^{-i\mathbf Q\cdot\mathbf r}\psi^*_{\mathbf k}\psi_{\mathbf k'}d^3r\), and the density is \(V^{-1}\sum_{\mathbf Q} M(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}\). The double integral becomes \(V^{-1}\sum_{\mathbf Q} v(Q)|M(\mathbf Q)|^2\). Division by the \(N^3\) cells gives the energy per cell,
\begin{equation}
E=-\frac{C}{2V}\sum_{\mathbf Q}v(Q)P(\mathbf Q),\qquad
P(\mathbf Q)=\frac1{N^3}\sum_{\mathbf k}|M_{\mathbf k,\mathbf k+\mathbf Q}|^2 .
\label{mesh}
\end{equation}
Here \(\mathbf Q\) runs over the reciprocal lattice of the box. Normalization gives \(P(0)=1\).

\textbf{Corollary 1.} With screened exchange, the zero-wavevector term of (\ref{mesh}) is \(-C\pi/(2\omega^2V)\). Deleting it raises the energy per cell by \(C\pi/(2\omega^2V)\) on any mesh.

As \(V\to\infty\) the sum \(V^{-1}\sum_{\mathbf Q}\) becomes \(\int d^3Q/(2\pi)^3\). For the Coulomb kernel, a small ball \(Q<Q_c\) contributes \((2\pi)^{-3}\int_0^{Q_c}4\pi Q^2(4\pi/Q^2)dQ=2Q_c/\pi\) to this integral. That is finite, which is why full exchange in the infinite crystal exists although one sampled term does not.

\textbf{Lemma 2 (different bands).} For nondegenerate bands \(m\ne n\) of a local potential, \(M_{mn}(\mathbf q)\) vanishes at least linearly as \(\mathbf q\to0\).

\textit{Proof.} With \(u\) the periodic parts of the orbitals, \(M_{mn}=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle\). To first order the Hamiltonian for \(u\) changes by \(\hbar\mathbf q\cdot(\mathbf p+\hbar\mathbf k)/m_e\). The constant \(\hbar\mathbf k\) does not couple orthogonal states, so perturbation theory gives
\begin{equation}
M_{mn}=\mathbf q\cdot\mathbf d,\qquad
\mathbf d=\frac{\hbar\,\mathbf p_{mn}}{m_e(\varepsilon_n-\varepsilon_m)} .\quad\square
\end{equation}

The Coulomb product tends to \(4\pi|\hat{\mathbf q}\cdot\mathbf d|^2\), which is finite but depends on the direction of approach. The screened product tends to \((\pi/\omega^2)|\mathbf q\cdot\mathbf d|^2\to0\). Screening therefore removes both the divergence within a band and the directional ambiguity between bands.

\textbf{Corollary 2 (levels).} The exchange expectation value of a state is \(-(C/V)\sum v|M|^2\), summed over its pair densities with the filled states of the same spin. At zero wavevector a filled state has unit overlap with itself, and an empty state is orthogonal to all filled ones. With fixed orbitals, deleting the screened term raises each filled level by \(C\pi/(\omega^2V)\), leaves empty levels in place, and narrows their spacing by that amount. A hybrid functional multiplies the shift by its exchange fraction.

Only orthonormality and integer occupation enter here. The result therefore also holds for filled and empty defect levels in a supercell, with \(V\) the supercell volume times the number of its mesh points. For fractional occupation the shift is scaled by the occupation.

\section{What error remains}

\subsection{Screened exchange with the limit kept}

Let \(P\) now denote its infinite-mesh form. It is the transform of a positive function \(F_3(\mathbf u)\), the squared one-particle density matrix at separation \(\mathbf u\) integrated over one cell. Poisson summation over box translations \(\mathbf R\) gives
\begin{equation}
\frac1V\sum_{\mathbf Q}v(Q)P(\mathbf Q)-\int\frac{d^3Q}{(2\pi)^3}v(Q)P(\mathbf Q)=\sum_{\mathbf R\ne0}(v*F_3)(\mathbf R).
\end{equation}
The remaining kernel error is an interaction with periodic images through \(\mathrm{erfc}(\omega r)/r\), smeared by \(F_3\). It lowers the energy, and it is small when \(L\) is large compared with both \(1/\omega\) and the range of \(F_3\). If \(\omega L\) is small, keeping the finite limit does not give a converged energy. A coarse mesh also changes \(P\) itself, which is a separate error.

For an estimate, take \(P=e^{-\lambda^2Q^2}\). The two Gaussians in \(vP\) transform separately, and the image sum becomes
\begin{equation}
\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\omega'R)-\mathrm{erfc}(R/2\lambda)}{R},\qquad \frac1{\omega'^2}=\frac1{\omega^2}+4\lambda^2 .
\label{images}
\end{equation}

\subsection{Coulomb exchange with the term deleted}

Consider a unit point charge repeated with period \(L\) in a neutralizing background. The potential at the charge due to everything else is
\begin{equation}
\phi=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R+\frac{4\pi}V\sum_{\mathbf Q\ne0}\frac{e^{-Q^2/4\eta^2}}{Q^2}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.
\label{ewald}
\end{equation}
The third term subtracts the volume average \(\pi/(\eta^2V)\) of the short-range part, which is the limit in (\ref{kernel}). The last subtracts the charge's own smeared potential. The value does not depend on \(\eta\), since
\begin{equation}
\frac{d\phi}{d\eta}=-\frac2{\sqrt\pi}\sum_{\mathbf R}e^{-\eta^2R^2}+\frac{2\pi}{\eta^3V}\sum_{\mathbf Q}e^{-Q^2/4\eta^2}=0
\end{equation}
by Poisson summation of a Gaussian. By dimension \(\phi=-\xi/L\); evaluation of (\ref{ewald}) gives \(\xi=2.837297\) for a cube.

For a cubic insulator \(P=1-\lambda^2Q^2+O(Q^4)\). Write \(P=e^{-\lambda^2Q^2}+D\), so that \(D/Q^2\) vanishes at the origin and its deleted term costs nothing. The quartic part of \(D\) can depend on direction. Then \(D/Q^2\) is nonanalytic at second degree, its transform falls as \(R^{-5}\), and it adds an error of order \(L^{-5}\). For the Gaussian part set \(\eta=1/(2\lambda)\) in (\ref{ewald}):
\begin{equation}
\frac{4\pi}{V}\sum_{\mathbf Q\ne0}\frac{e^{-\lambda^2Q^2}}{Q^2}=-\frac{\xi}{L}+\frac{4\pi\lambda^2}{V}+\frac{1}{\sqrt\pi\lambda}-\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\lambda)}{R}.
\end{equation}
The infinite-mesh integral is \((2/\pi)\int_0^\infty e^{-\lambda^2Q^2}dQ=1/(\sqrt\pi\lambda)\), which cancels the third term. The last sum is negligible for \(L\gg\lambda\). Multiplication by \(-C/2\) gives the energy error
\begin{equation}
\Delta E_{\rm Coul}\simeq C\left[\frac{\xi}{2L}-\frac{2\pi\lambda^2}{L^3}\right].
\label{coulerr}
\end{equation}
Deleting the zero term thus costs an error of order \(1/L\) for Coulomb exchange and \(1/L^3\) for screened exchange. The \(1/L\) term depends only on the box, so it can be subtracted. Full exchange then also converges as \(1/L^3\), with leading error \(-2\pi C\lambda^2/L^3\); in the model below the remainder is \(-0.06\) eV at 1 nm and \(-0.002\) eV at 3 nm.

\section{A model insulator with true Bloch bands}

Let electrons move in \(-U[\cos Kx+\cos Ky+\cos Kz]\), with \(K=2\pi/a\), \(a=0.5\) nm and \(U=6.5\) eV. The lowest band is filled, its width is 0.48 eV and the gap is 5.75 eV. Orbitals factorize along the axes, so \(P\) is a product of three one-dimensional factors and orbital overlap is fully included. The screening is \(\omega=2.0\) nm\(^{-1}\), or 0.106 bohr\(^{-1}\), close to the HSE06 value, and the exchange fraction is \(1/4\).

The limit is \(v(0)=\pi/4=0.7854\) nm\(^2\), so \(Cv(0)=1.131\) eV nm\(^3\). At \(q=0.1\) nm\(^{-1}\) the screened kernel is still 1.131 eV nm\(^3\), while the Coulomb kernel is 1810 eV nm\(^3\). At \(q=2\pi\) nm\(^{-1}\), the smallest nonzero wavevector of a 1 nm box, they are 0.419 and 0.458 eV nm\(^3\). The kernels differ by the fraction \(e^{-q^2/4\omega^2}\) of the Coulomb value, so they differ mainly at wavevectors up to a few times \(\omega\).

For the lowest two bands at a quarter of \(K\) along \(x\), the Coulomb interband product tends to 0.095 eV nm\(^3\) for \(\mathbf q\) along \(x\). Along \(y\) it is zero, because the \(x\) factors stay orthogonal. The screened product has fallen to \(9\times10^{-9}\) eV nm\(^3\) at \(q=1.26\times10^{-3}\) nm\(^{-1}\).

The infinite-crystal energies were found separately in real space. Here \(F_3\) is a product of one-dimensional functions \(F\), and
\begin{equation}
\frac{\mathrm{erfc}(t_0r)}r=\frac2{\sqrt\pi}\int_{t_0}^\infty e^{-r^2t^2}dt
\end{equation}
turns the energy into
\begin{equation}
E=-\frac{C}{\sqrt\pi}\int_{t_0}^\infty\left[\int F(u)e^{-u^2t^2}du\right]^3dt .
\end{equation}
The choice \(t_0=\omega\) gives screened exchange, \(-3.991\) eV; \(t_0=0\) gives full exchange, \(-5.548\) eV. Both are finite. The errors of the mesh sums relative to these values are, in eV per cell and spin:

\begin{center}
\begin{tabular}{cccc}
\(L\) (nm) & screened, kept & screened, deleted & Coulomb, deleted\\
1.0 & \(-0.040\) & 0.525 & 1.982\\
1.5 & 0.0003 & 0.168 & 1.347\\
2.0 & \(-0.00002\) & 0.071 & 1.015\\
3.0 & below \(10^{-5}\) in size & 0.021 & 0.679
\end{tabular}
\end{center}

At \(L=2\) nm, Corollary 1 gives \(1.131/(2\times8)=0.071\) eV, as found. At \(L=3\) nm, equation (\ref{coulerr}) with \(\lambda=0.0746\) nm gives
\begin{equation}
1.440\left[\frac{2.8373}{6}-\frac{2\pi(0.0746)^2}{27}\right]=0.679\ \text{eV},
\end{equation}
again as found. The tests of these laws, for \(L\) from 1.5 to 3 nm, hold within 0.001 eV.

The 1 nm box shows where the simple laws begin to fail. The Gaussian image sum (\ref{images}) is 0.0414 nm\(^{-1}\), which lowers the energy by \(1.440\times0.0414/2=0.030\) eV, whereas the kept-limit error is \(-0.040\) eV. The missing \(-0.010\) eV also appears in the Coulomb column, where the law predicts 1.992 eV and the sum gives 1.982 eV. A change of \(P\) on this coarse mesh would affect both almost equally, because it enters only at nonzero wavevectors, where the two kernels differ by less than 9\% in this box. Repeating both sums with the infinite-mesh \(P\) at the same wavevectors confirms this: the change of \(P\) accounts for \(-0.010\) eV in each column. At 1.5 nm the change of \(P\) gives \(+0.0005\) eV and outweighs the image term of \(-0.0002\) eV, which is why that entry is positive.

For levels, the exchange part of the zone-centre spacing at \(L=1\) nm is 6.07 eV with the limit kept and 4.94 eV with it deleted. The difference is \(Cv(0)/V=1.13\) eV, or 0.28 eV after multiplication by \(1/4\). At \(L=2\) nm the hybrid shift is 0.035 eV.

\section{Reading the numbers for memory oxides}

The cell edge and gap are roughly those of hafnia, used in charge-trap and resistive memory, but the electronic structure is not. Hafnia has many filled bands where the model has one. The screened exchange of the next band's zone-centre state with the filled band is \(-1.8\) eV, so total exchange energies cannot be transferred. Wells 20\% deeper, at the same \(a\) and \(\omega\), change the screened energy by \(-0.33\) eV, which indicates the sensitivity to orbitals that are not self-consistent. The zero-wavevector shift per filled level is unaffected by either change, since it contains only \(\omega\), \(V\) and the exchange fraction.

Screening also removes physics. The long-range exact exchange is \(-1.56\) eV per cell and spin. For this localized band it equals, to the digits shown, the self term \(-C\omega'/\sqrt\pi\) of the Gaussian estimate, with \(\omega'\) from (\ref{images}). A dielectric with a rough electronic constant of 4 would, on a simple estimate, retain a quarter of it, \(-0.39\) eV. A hybrid of HSE type does not drop this energy but replaces it with semilocal long-range exchange. The local spin-density form gives \(-1.39\) eV for the model density, so the part actually missed is about \(-0.16\) eV, or \(-0.04\) eV after multiplication by \(1/4\). A finite kernel limit makes the sum well behaved; it does not establish that the screened functional is accurate.

Real devices break the assumption of a perfect neutral crystal. A defect of charge \(e\) in a cubic supercell interacts electrostatically with its images, and this energy has leading magnitude \(C\xi/(2\varepsilon L)\). At \(L=1\) nm it is 0.51 eV for \(\varepsilon=4\) and 0.10 eV for a rough static value of 20. It belongs to the classical electrostatic energy, so screening the exchange does not remove it.

Supercell shape matters unequally. For a \(1\times1\times2\) nm box the leading Coulomb exchange error is 1.30 eV, against 1.62 eV for a cube of equal volume. The deleted screened term is \(1.131/(2\times2)=0.28\) eV in both, although the image error that remains when it is kept does depend on shape.

Heating to 358 K leaves the integer occupations of the ideal model intact: the factor \(e^{-E_g/2k_BT}\), with \(E_g\) the gap, is about \(3\times10^{-41}\). Defect levels need their own occupations, which a charge-trap memory changes by injecting charge. A field of 5 MV/cm, comparable with the breakdown field of hafnia films, drops 0.25 eV across one cell, about 4\% of the gap; its polarization of the orbitals is not included. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell edge a = 0.5 nm; well amplitude U = 6.5 eV
screening w = 2.0 1/nm; mixing fraction = 0.25
w in atomic units = 0.1058 1/bohr
e^2/(4 pi eps0) = 1.43996 eV nm
band gap of model = 5.752 eV
width of filled band = 0.476 eV
v(0) formula = 0.785398 nm^2; quadrature = 0.785398 nm^2
v(0) as energy x volume = 1.1309 eV nm^3
q (1/nm), screened kernel, Coulomb kernel (eV nm^3):
    0.010    1.13094    1.8095e+05
    0.100    1.13059        1809.5
    1.000    1.09633        18.095
    6.283    0.41948       0.45835
   12.566    0.11458       0.11459
interband Coulomb term, q->0 along x = 0.0952 eV nm^3
interband screened term at q = 1.26e-03 1/nm: 9.4e-09 eV nm^3
localization length lambda = 0.07462 nm
cubic Madelung number xi = 2.837297
infinite crystal, screened exchange = -3.99095 eV
infinite crystal, full exchange = -5.54827 eV
N, L (nm), screened kept, screened dropped, Coulomb dropped (eV):
  2  1.0  -4.03124  -3.46577  -3.56642
  3  1.5  -3.99065  -3.82310  -4.20092
  4  2.0  -3.99097  -3.92029  -4.53321
  6  3.0  -3.99095  -3.97001  -4.86921
N, errors: kept, dropped, its law, Coulomb, its law (eV):
  2  -4.0e-02  0.52518  0.56547  1.98186  1.99243
  3  3.0e-04  0.16785  0.16755  1.34735  1.34694
  4  -2.2e-05  0.07066  0.07068  1.01507  1.01511
  6  -8.3e-07  0.02094  0.02094  0.67907  0.67907
N, zone-centre exchange spacing: kept, dropped (eV):
  2  6.0667  4.9358
  3  6.0406  5.7055
  4  6.0400  5.8986
  6  6.0400  5.9981
hybrid gap loss if dropped, L = 1 nm: 0.2827 eV
hybrid gap loss if dropped, L = 2 nm: 0.0353 eV
Gaussian test, L = 1 nm: image sum = 0.04142 1/nm
Neglected effects (dielectric constants are rough):
  long-range exchange left out = -1.5573 eV
  same divided by eps = 4: -0.3893 eV
  screened exchange with next band = -1.7948 eV
  wells 20 % deeper change screened exchange by -0.3293 eV
  leading Coulomb error, 1x1x2 nm box = 1.3002 eV
  leading Coulomb error, cube of same volume = 1.6214 eV
  charge-e defect image energy, L = 1 nm, eps = 4: 0.5107 eV
  charge-e defect image energy, L = 1 nm, eps = 20: 0.1021 eV
  thermal factor exp(-gap/2kT) at 358 K = 3.2e-41
  potential drop per cell at 5 MV/cm = 0.250 eV
\end{verbatim}
